# Does the absorption of a quantum wire diverge at its band edge?

**Question**

For a semiconductor wire with one electron subband and one hole subband, the joint density of states varies as $(\hbar\omega-E_g)^{-1/2}$. With a constant optical matrix element, the absorption should therefore diverge at $E_g$. The electron and hole also attract each other. I would expect this to bring them together and make the peak stronger still, with the exciton lines as an addition below the gap. Is that right? If not, what happens to the divergence, and where does its strength go?

**Answer**

No. An attraction that is deepest at contact and weakens steadily with distance lowers the continuum absorption of the wire, and its Coulomb tail replaces the divergence by a finite value at the edge. The missing strength is in the bound excitons.

### What absorption counts

Assume parabolic subbands, an allowed transition with constant matrix element, an otherwise empty wire, zero total pair momentum and no broadening. Light creates the electron and hole at the same place. Apart from a slowly varying prefactor, the absorption is then the density of pair states weighted by the probability of contact,

$$A(E)=\sum_n|\phi_n(0)|^2\,\delta(E-E_n),\qquad E=\hbar\omega-E_g ,$$

where $\phi_n(z)$ is the relative wave function and the sum includes the continuum. Odd states vanish at contact and drop out.

A free even state, normalized in $k>0$, is $\pi^{-1/2}\cos kz$. With interaction, let $\psi$ be the even state and $C$ its amplitude far away. The Sommerfeld factor is $S=|\psi(0)|^2/C^2$, and the contact density per unit $k$ is $S/\pi$. Since $E=\hbar^2k^2/2\mu$, with $\mu$ the reduced mass,

$$A(E)=\frac{S}{\pi}\frac{dk}{dE}=\frac{\mu S}{\pi\hbar^2k}.$$

For $S=1$ this is your divergence. What matters is how $S$ behaves as $k\to0$.

I take the model interaction, in Gaussian units,

$$V(z)=-\frac{e^2}{\varepsilon(|z|+z_0)},$$

where $z_0$ represents the finite width of the wire. Define $a=\varepsilon\hbar^2/\mu e^2$ and $\mathrm{Ry}=\hbar^2/2\mu a^2=e^2/2\varepsilon a$. With lengths in $a$ and energies in Ry,

$$-\psi''+U\psi=k^2\psi,\qquad U=-\frac{2}{|z|+z_0},\qquad A=\frac{S}{2\pi k}.$$

### Why attraction lowers the continuum

Take any finite, even, attractive $U$ that rises monotonically to zero as $|z|$ grows. Let $q^2(z)=k^2-U(z)$, so $\psi''=-q^2\psi$ and $(q^2)'\le0$ for $z>0$. Then

$$\frac{d}{dz}\left(\psi^2+\frac{\psi'^2}{q^2}\right)=2\psi\psi'+\frac{2\psi'\psi''}{q^2}-\frac{(q^2)'\psi'^2}{q^4}=-\frac{(q^2)'\psi'^2}{q^4}\ge0 .$$

Because $\psi'(0)=0$, the bracket equals $\psi(0)^2$ at the origin. Far away it equals $C^2$. Hence $S\le1$. Similarly,

$$\frac{d}{dz}\left(q^2\psi^2+\psi'^2\right)=(q^2)'\psi^2+2\psi'(q^2\psi+\psi'')=(q^2)'\psi^2\le0,$$

so $q(0)^2\psi(0)^2\ge k^2C^2$. Together,

$$\frac{k^2}{q(0)^2}\le S\le1 .$$

In classical terms, an unbound pair moves fastest where the attraction is deepest, and so spends less time there. The expectation that attraction brings the particles together is correct for the bound states.

### The edge with a Coulomb tail

The bounds do not fix the power of $k$. For that, use the Green function at contact, defined by $(-d_z^2+U-E)g=\delta(z)$. Let $f(z)$ be the solution on $z>0$ that is outgoing, or decaying below the gap. Then $g=cf(|z|)$, and the jump in slope requires $-2cf'(0^+)=1$. At contact

$$g=-\frac{1}{2L},\qquad L=\frac{f'(0^+)}{f(0)},\qquad A=\frac{\operatorname{Im}g}{\pi}.$$

Put $x=|z|+z_0$. As $k\to0$ the equation becomes $f''+(2/x)f=0$. With $s=\sqrt{8x}$, its outward-moving solution is

$$f=\sqrt x\,H_1(s)=\frac{sH_1(s)}{\sqrt8},\qquad H_m=J_m+iY_m .$$

This is the right continuation of the outgoing wave. At large $x$ the local wave number $q=\sqrt{k^2+2/x}$ obeys $|q'|/q^2=1/(x^2q^3)\le x^{-1/2}/2^{3/2}$. It changes little per wavelength even for $k\to0$, so reflection from the distant tail is negligible.

Since $d(sH_1)/ds=sH_0$ and $ds/dx=4/s$, we have $f'=\sqrt2\,H_0$. From here on, $s=\sqrt{8z_0/a}$ is the value at contact. Thus

$$L=\frac{4H_0}{sH_1},\qquad g=-\frac{s}{8}\frac{H_1}{H_0}.$$

The Wronskian $J_1Y_0-J_0Y_1=2/(\pi s)$ gives

$$\operatorname{Im}\frac{H_1}{H_0}=\frac{Y_1J_0-J_1Y_0}{|H_0|^2}=-\frac{2}{\pi s|H_0|^2}.$$

Therefore $\operatorname{Im}g=1/(4\pi|H_0|^2)$, and

$$A(0^+)=\frac{1}{4\pi^2[J_0^2(s)+Y_0^2(s)]}\ \frac{1}{a\,\mathrm{Ry}},\qquad S\to\frac{ka}{2\pi[J_0^2(s)+Y_0^2(s)]}.$$

The factor $k$ in $S$ cancels the $1/k$ in the density of states. The absorption does not vanish; it starts at a finite value.

Two limits help. For $s\gg1$, $J_0^2+Y_0^2\to2/(\pi s)$ and $S/(ka)\to s/4=\sqrt{z_0/2a}$. This is the semiclassical ratio $k/q(0)$ at threshold. For $s\to0$, $J_0\to1$ and $Y_0\to(2/\pi)[\ln(s/2)+\gamma]$, with $\gamma=0.577$ Euler's constant, so $S/(ka)\simeq\pi/\{2\pi^2+8[\ln(s/2)+\gamma]^2\}$: the edge itself disappears, but only logarithmically.

### The exciton lines join the edge

Below the gap write $E=-1/\nu^2$. Bound even states have $L=0$. Near such a level $g\simeq-1/[2L'(E_n)(E-E_n)]$, which must equal $|\phi_n(0)|^2/(E_n-E)$. So $|\phi_n(0)|^2=1/[2L'(E_n)]$.

High levels are nearly one unit of $\nu$ apart, and $dE/d\nu=2/\nu^3$. Their strength per unit energy is therefore

$$\bar A=\frac{|\phi_n(0)|^2}{dE/d\nu}=\frac{|\phi_n(0)|^2\nu^3}{2}=\frac{1}{2\,dL/d\nu}.$$

To evaluate it, note that the phase from $x=0$ to the outer turning point is

$$\int_0^{2\nu^2}\sqrt{\frac2x-\frac1{\nu^2}}\,dx=\pi\nu .$$

Near contact, the decaying state is thus a standing wave $\operatorname{Re}[e^{-i\theta}\sqrt xH_1]$ with $d\theta/d\nu=\pi$, and

$$L=\frac{4\operatorname{Re}(e^{-i\theta}H_0)}{s\operatorname{Re}(e^{-i\theta}H_1)}.$$

At a level, $e^{-i\theta}H_0=\pm i|H_0|$. The derivative of $\operatorname{Re}(e^{-i\theta}H_0)$ with respect to $\nu$ is then $\pm\pi|H_0|$. The other real part is $\mp|H_0|\operatorname{Im}(H_1/H_0)=\pm2/(\pi s|H_0|)$. Hence $dL/d\nu=2\pi^2|H_0|^2$ and $\bar A=1/(4\pi^2|H_0|^2)=A(0^+)$. Averaged over the crowded lines, the spectrum passes through the gap without a jump.

### Where the strength goes

Let $K(t)=\int A(E)e^{-tE}dE$ be the imaginary-time propagator at contact, and $K_0=1/\sqrt{4\pi t}$ its free value. For $-U_0\le U\le0$, the path-integral weight of each path lies between 1 and $e^{tU_0}$, so

$$0\le K-K_0\le\frac{e^{tU_0}-1}{\sqrt{4\pi t}}\to0\quad(t\to0).$$

Written out,

$$K-K_0=\sum_{\rm bound}|\phi_n(0)|^2e^{t|E_n|}-\frac1\pi\int_0^\infty(1-S)e^{-tk^2}dk .$$

The bounds on $S$ give $0\le1-S\le U_0/(k^2+U_0)$, which is integrable, so the limit may be taken inside:

$$\sum_{\rm bound}|\phi_n(0)|^2=\frac1\pi\int_0^\infty(1-S)\,dk .$$

The excitons gain what the continuum loses, but the loss is not confined to the edge. When $E\gg|V(0)|$ and $kz_0\gg1$, the semiclassical result $S\simeq k/q(0)$ gives $1-S\simeq|V(0)|/2E$, a slow decay.

### A worked example

Take $\mu=0.06\,m$, $\varepsilon=12$ and $z_0=2$ nm. Then $a=10.58$ nm, $\mathrm{Ry}=5.67$ meV, $z_0/a=0.189$ and $s=1.23$. The threshold formula gives $S/(ka)=0.324$. Thus $A(0^+)=0.324/(2\pi\times10.58\times5.67)=0.00086$ per nm per meV.

Away from threshold, $f$ is the Whittaker function $W_{\nu,1/2}(2x/\nu)$, with $\nu=i/(ka)$ in the continuum. Evaluating $L$ numerically gives, with $A$ in $1/(\mathrm{nm\,meV})$:

| $E$ (meV) | $S$ | free $A$ | $A$ |
|---:|---:|---:|---:|
| 0.01 | 0.014 | 0.0632 | 0.00086 |
| 1 | 0.136 | 0.0063 | 0.00086 |
| 10 | 0.412 | 0.0020 | 0.00082 |
| 100 | 0.818 | 0.0006 | 0.00052 |

At 1 meV, for instance, $ka=\sqrt{1/5.67}=0.42$, and the threshold law gives $S=0.324\times0.42=0.136$. From 0.01 to 1 meV the free absorption falls tenfold, while the interacting one is flat.

The zeros of $L$ give a lowest exciton bound by 19.9 meV with contact density 0.0879 per nm. The next even exciton is bound by 2.2 meV and has only 0.0024 per nm. Summing 15 even levels, and estimating the rest from $\bar A$, gives 0.0914 per nm. Numerical integration of $(1-S)/\pi$ gives the same value. The lowest exciton holds 96% of the bound strength.

Free pairs would have the strength $k/\pi$ between the edge and wave number $k$. To match the excitons, $k=\pi\times0.0914=0.287$ per nm, or $ka=3.04$, which is a band $3.04^2\times5.67\simeq52$ meV wide. The actual loss is spread further: 66% of it lies within 100 meV of the edge.

At fixed $a$, reducing $z_0/a$ from 0.4 to 0.05 raises the lowest binding energy from 2.0 to 8.5 Ry and lowers the edge value of $S/(ka)$ from 0.46 to 0.18.

### When the cancellation fails

A finite, nonzero edge needs a slowly decaying tail such as the Coulomb one; $S\le1$ alone does not fix the threshold law. For a short-range well, the even zero-energy solution normally grows as $bz$ outside. Matching to a wave of amplitude $C$ gives $Ck\simeq|b|$, so $S\propto k^2$ and the edge absorption vanishes. If $b=0$, there is an even zero-energy resonance, $S$ stays finite, and the divergence survives.

Both cases occur in $U=-\lambda(\lambda+1)\operatorname{sech}^2z$, with $z$ now in units of the well length. Put $T=\tanh z$. Substitution confirms the solutions

$$\lambda=1:\ (T-ik)e^{ikz},\qquad \lambda=2:\ (1+k^2+3ikT-3T^2)e^{ikz}.$$

Adding the mirror image of each gives the even state. It has contact value $2\psi(0)$ and far amplitude $2|c|$, where $c$ is the prefactor at $T=1$. For $\lambda=1$, $|c|^2=1+k^2$. For $\lambda=2$, $|c|^2=(k^2-2)^2+9k^2=(1+k^2)(4+k^2)$. Hence

$$S_1=\frac{k^2}{1+k^2},\qquad S_2=\frac{1+k^2}{4+k^2}.$$

The first well has no absorption at the edge. The second keeps one quarter of the free divergence, although $S_2<1$ everywhere. The sum rule holds in both: the integrals of $(1-S)/\pi$ are $1/2$ and $3/4$, equal to the contact densities of the normalized ground states $\operatorname{sech}z/\sqrt2$ and $\sqrt{3/4}\,\operatorname{sech}^2z$.

### Real wires

The mass and dielectric constant above are of the size found in III–V semiconductors such as GaAs; $z_0$ is a chosen length that must be fitted to the wire's cross-section, and one value does not fit everything: a Coulomb potential averaged over a Gaussian cross-section, with the same 19.9 meV binding, has a contact density about 7% lower and an edge value about 4% higher. A single $\varepsilon$ also assumes that the wire is embedded in a material of similar dielectric constant. Real lines are broadened, for example by variations in width. If the lowest exciton were a Lorentzian of half-width 2 meV, its peak would be $0.0879/(2\pi)=0.014$ per nm per meV, about 16 times the edge value. Its tail at the gap would be about 0.00014, or 16% of the edge value. The same broadening spreads strength from the edge region to lower energy, so the whole broadened spectrum is 0.00088 at the gap, only about 2% above the unbroadened edge. Broadening also rounds the free-pair divergence, so a finite measured absorption does not by itself prove the cancellation. Carriers in the wire screen the tail and can change the threshold law. The one-subband model also requires subband spacings large compared with the exciton binding. Hole subbands in a real wire can lie closer together than the 20 meV binding found here; the attraction then mixes them and changes the energies and strengths of the lines. Higher subbands and non-parabolic bands can enter within the 100 meV range over which strength is lost, so the one-subband sum rule cannot simply be read off a measured spectrum.

Numbers in the example were calculated in double precision.
